# Charge neutrality of Born charges and the longitudinal acoustic limit

## One atom per cell

Consider a cubic insulator with one atom of mass $M$ in a cell of volume $\Omega$. Atomic units are used in the algebra, so the electron has charge $-1$ and unit mass. If the atom is displaced by $u$ in every cell, the whole crystal moves. The electrons follow their nuclei, no net charge is transported, and the polarization is unchanged. The Born charge, which measures polarization per displacement, is zero.

Suppose a calculation returns a small charge $Q$ instead. A longitudinal wave of very long wavelength then seems to carry a polarization $Qu/\Omega$. No free charge is present, so the longitudinal displacement field vanishes, $\varepsilon_\infty E+4\pi Qu/\Omega=0$, where $\varepsilon_\infty$ is the electronic dielectric constant. The force $QE$ opposes $u$, and $-M\omega^2u=QE$ gives

$$\omega^2=\frac{4\pi Q^2}{\Omega M\varepsilon_\infty}. \tag{1}$$

The wavelength has dropped out: a sound wave has acquired a nonzero frequency at $q\to0$. With several atoms per cell, two things must be established: why the charges sum to zero, and how the optical modes alter (1).

## Why the charges sum to zero

Let $u_{\kappa\alpha}$ displace sublattice $\kappa$ along $\alpha$. The Born charge and its sum are

$$Z_{\kappa,\beta\alpha}=\Omega\left.\frac{\partial P_\beta}{\partial u_{\kappa\alpha}}\right|_{\mathbf E=0},\qquad Q_{\beta\alpha}=\sum_\kappa Z_{\kappa,\beta\alpha}, \tag{2}$$

where $\mathbf E$ is the macroscopic field. The electrons are treated at zero temperature in a mean-field theory whose self-consistent potential depends only on the density, such as Kohn–Sham theory with a density functional, and the crystal is taken to be symmetric under time reversal. There are $N$ filled bands, counting spin, separated from the empty ones by a gap at every $\mathbf k$. The cores carry total charge $N$.

**Charge moved by a slow change.** Let the self-consistent Hamiltonian $H(\lambda)$ depend on a slowly varied parameter $\lambda(t)$. The change of electronic polarization is the charge transported meanwhile. At each $\mathbf k$, let $P$ project on the occupied states of $H(\lambda)$, and let $P+\delta P$ be the actual density matrix, with $\delta P$ of first order in $\dot\lambda$. Since $[H,P]=0$, the equation of motion to this order is $i\dot P=[H,\delta P]$, provided $\delta P$ does not itself change the self-consistent potential; this is confirmed after (4). Idempotency gives $P\,\delta P+\delta P\,P=\delta P$, so $\delta P$ has no elements between two occupied or two empty states.

Let $n$ be occupied and $m$ empty. Differentiating $[H,P]=0$ and taking the $mn$ element gives

$$(\partial_\lambda P)_{mn}=-\frac{(\partial_\lambda H)_{mn}}{E_m-E_n}. \tag{3}$$

The equation of motion reads $i\dot\lambda(\partial_\lambda P)_{mn}=(E_m-E_n)\,\delta P_{mn}$, hence

$$\delta P_{mn}=-\frac{i\dot\lambda\,(\partial_\lambda H)_{mn}}{(E_m-E_n)^2}. \tag{4}$$

Time reversal leaves $H$ and $\partial_\lambda H$ unchanged and reverses the factor $i$, so $\delta P$, taken over $\mathbf k$ and $-\mathbf k$ together, is odd under time reversal. The density is even, so $\delta P$ carries current but no density, and the potential is unchanged at this order. The velocity operator is $v_\beta=\partial H_{\mathbf k}/\partial k_\beta$, where $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. This form also holds for nonlocal pseudopotentials. The zeroth-order current is the zone average of $\partial_{k_\beta}\sum_nE_n$, which vanishes because the sum is periodic. The first-order velocity is $\mathrm{Tr}(v_\beta\,\delta P)=2\,\mathrm{Re}\sum_{nm}(v_\beta)_{nm}\delta P_{mn}$. Let $X_\beta$ be the sum of the electronic positions at this $\mathbf k$. Dividing by $\dot\lambda$ gives

$$\frac{\partial X_\beta}{\partial\lambda}=2\,\mathrm{Im}\sum_{nm}\frac{(v_\beta)_{nm}(\partial_\lambda H)_{mn}}{(E_m-E_n)^2}. \tag{5}$$

**Rigid translation.** Now move all nuclei by $\lambda$ along $\alpha$. At zero macroscopic field the shifted density is the new ground-state density, so the complete self-consistent potential is shifted too: $H(\lambda)=e^{-i\lambda p_\alpha}He^{i\lambda p_\alpha}$. Therefore $\partial_\lambda H=-i[p_\alpha,H]$, whose matrix element is $i(E_m-E_n)(p_\alpha)_{mn}$. One energy denominator in (5) cancels, and $\mathrm{Im}(iz)=\mathrm{Re}\,z$ gives

$$\frac{\partial X_\beta}{\partial\lambda_\alpha}=2\,\mathrm{Re}\sum_{nm}\frac{(v_\beta)_{nm}(p_\alpha)_{mn}}{E_m-E_n}. \tag{6}$$

The same sum appears in the $\mathbf k$ derivative of the total momentum of the occupied states, $\Pi_\alpha(\mathbf k)=\mathrm{Tr}[P_{\mathbf k}(p_\alpha+k_\alpha)]$, where $P_{\mathbf k}$ acts on cell-periodic functions. The explicit $k_\alpha$ contributes $N\delta_{\alpha\beta}$. For the derivative of $P_{\mathbf k}$, equation (3) applies with $\lambda\to k_\beta$ and $\partial_\lambda H\to v_\beta$:

$$\frac{\partial\Pi_\alpha}{\partial k_\beta}=N\delta_{\alpha\beta}-2\,\mathrm{Re}\sum_{nm}\frac{(v_\beta)_{mn}(p_\alpha)_{nm}}{E_m-E_n}. \tag{7}$$

The products in (6) and (7) are complex conjugates, with equal real parts. Hence

$$\frac{\partial X_\beta}{\partial\lambda_\alpha}=N\delta_{\alpha\beta}-\frac{\partial\Pi_\alpha}{\partial k_\beta}. \tag{8}$$

The cores contribute $+N\delta_{\alpha\beta}$ to $Q_{\beta\alpha}$ and the electrons contribute minus the zone average of (8). What remains is

$$Q_{\beta\alpha}=\left\langle\frac{\partial\Pi_\alpha}{\partial k_\beta}\right\rangle_{\rm BZ}=0. \tag{9}$$

The last equality is where the insulator enters. The gap makes $P_{\mathbf k}$ smooth. A shift of $\mathbf k$ by a reciprocal-lattice vector changes $P_{\mathbf k}$ and $\mathbf p+\mathbf k$ by the same unitary transformation, so $\Pi_\alpha$ is periodic. The derivative of a smooth periodic function averages to zero.

**When the average survives.** In a partly filled band the integral stops at the Fermi points. For one doubly occupied band in one dimension, with cell length $a$ and occupied states $|k|<k_F$ held fixed during the motion, and with cores whose total charge equals the number of electrons per cell, the sum is $(a/\pi)[p(k_F)-p(-k_F)]$, where $p(k)$ is the mean momentum of the band state. In the potential of the model below, kept as it is for the full band, half filling (one electron per cell, total core charge $+1$) gives $0.64\,e$.

A finite $k$ mesh also leaves a remainder. Equation (8) holds at each $\mathbf k$, so linear response on a mesh gives the mesh average of $\partial\Pi_\alpha/\partial k_\beta$. In one dimension write $\Pi(k)=\sum_R\Pi_Re^{ikR}$, with $R$ a multiple of $a$. A uniform mesh of $N_k$ points containing $k=0$ retains the terms $iR\,\Pi_R$ for which $R$ is a multiple of $N_ka$. A denser mesh therefore leaves only longer-range harmonics.

The numerical check uses a two-atom chain with a 3.8 eV gap, local and nonlocal potentials and a self-consistent mean field. Its linear-response charges, in units of $e$, are:

| $k$ points | $Z_1$ | $Z_2$ | sum |
|---:|---:|---:|---:|
| 4 | −1.657 | 1.562 | −0.095 |
| 6 | −1.548 | 1.539 | −0.010 |
| 8 | −1.537 | 1.536 | −0.001 |
| 24 | −1.536 | 1.536 | 0.000 |

An independent Berry-phase calculation gives $\mp1.536$.

## The electric field of a long wave

Let the displacements vary as $e^{i\mathbf q\cdot\mathbf r}$ with $q$ small, $\hat{\mathbf q}=\mathbf q/q$. Retardation is neglected, so $q\to0$ is taken within electrostatics. Over many cells the displacements and the field are nearly uniform, and the energy per cell at fixed field is, to second order,

$$\mathcal F=\tfrac12\sum u_{\kappa\alpha}C^0_{\kappa\alpha,\kappa'\alpha'}u_{\kappa'\alpha'}-\sum E_\beta Z_{\kappa,\beta\alpha}u_{\kappa\alpha}-\frac{\Omega}{8\pi}\mathbf E\cdot(\varepsilon_\infty-1)\cdot\mathbf E. \tag{10}$$

Here $C^0$ contains the zero-field force constants. The polarization $P_\beta=-\Omega^{-1}\partial\mathcal F/\partial E_\beta$ reproduces definition (2). The same mixed term makes the force due to the field equal to $\sum_\beta E_\beta Z_{\kappa,\beta\alpha}$.

An electrostatic field has no curl, so $\mathbf E=\mathcal E\hat{\mathbf q}$. Define

$$z_{\kappa\alpha}=\sum_\beta\hat q_\beta Z_{\kappa,\beta\alpha},\qquad \varepsilon_q=\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}. \tag{11}$$

Without free charge, $\hat{\mathbf q}\cdot(\mathbf E+4\pi\mathbf P)=0$. The polarization is $P_\beta=\Omega^{-1}\sum Z_{\kappa,\beta\alpha}u_{\kappa\alpha}+[(\varepsilon_\infty-1)\cdot\mathbf E]_\beta/4\pi$; the vacuum term cancels the $-1$, leaving

$$\mathcal E=-\frac{4\pi}{\Omega\varepsilon_q}\sum_{\kappa}\mathbf z_\kappa\cdot\mathbf u_\kappa. \tag{12}$$

The force $\mathbf z_\kappa\mathcal E$ is equivalent to an addition to the force constants:

$$C_{\kappa\alpha,\kappa'\alpha'}=C^0_{\kappa\alpha,\kappa'\alpha'}+\frac{4\pi}{\Omega\varepsilon_q}z_{\kappa\alpha}z_{\kappa'\alpha'}. \tag{13}$$

The added term depends on the direction of $\mathbf q$ but not on its length. It is absent in a calculation at $q=0$ with $\mathbf E=0$, which therefore cannot reveal the effect of a nonzero $Q$ on the limit.

## One acoustic branch is lifted

From here on the charges are approximate and $Q$ may differ from zero. Assume that $C^0$ still obeys translational invariance, $\sum_{\kappa'}C^0_{\kappa\alpha,\kappa'\alpha'}=0$, and is positive for every other displacement. The quadratic form of (13) is

$$\mathbf u^{T}C\mathbf u=\mathbf u^{T}C^0\mathbf u+\frac{4\pi}{\Omega\varepsilon_q}\Big(\sum_\kappa\mathbf z_\kappa\cdot\mathbf u_\kappa\Big)^2. \tag{14}$$

Neither term is negative, so a zero-frequency mode must make both vanish. The first requires a uniform translation, $\mathbf u_\kappa=\mathbf t$. The second then requires $\mathbf g\cdot\mathbf t=0$, where

$$g_\alpha=\sum_\kappa z_{\kappa\alpha}=\sum_\beta\hat q_\beta Q_{\beta\alpha}. \tag{15}$$

If $\mathbf g=0$, all three translations have zero frequency. If $\mathbf g\ne0$, two remain and exactly one acoustic branch has a nonzero limit. If $C^0$ also broke translational invariance, translations would have spurious stiffness even without the field, and this count would not apply.

**The frequency.** Let $\mathbf e_m$ and $\omega_m$ be the normalized, real modes of the mass-weighted matrix $C^0/\sqrt{M_\kappa M_{\kappa'}}$. Write $\sqrt{M_\kappa}\,\mathbf u_\kappa=\sum_mc_m\mathbf e_{m\kappa}$ and $s_m=\sum_\kappa\mathbf z_\kappa\cdot\mathbf e_{m\kappa}/\sqrt{M_\kappa}$. Projecting the equation of motion on mode $m$ gives

$$(\omega^2-\omega_m^2)c_m=\frac{4\pi}{\Omega\varepsilon_q}s_mA,\qquad A=\sum_{m'}s_{m'}c_{m'}. \tag{16}$$

For a mode with $A\ne0$, divide by $\omega^2-\omega_m^2$, multiply by $s_m$, sum over $m$ and cancel $A$. The translations have $\omega_m=0$ and components $\sqrt{M_\kappa/M}$, where $M$ is now the total cell mass. Their couplings are $g_\alpha/\sqrt M$. Separating them from the optical modes gives

$$\varepsilon_q+\frac{4\pi}{\Omega}\sum_{m}^{\rm opt}\frac{s_m^2}{\omega_m^2-\omega^2}=\frac{4\pi|\mathbf g|^2}{\Omega M\omega^2}. \tag{17}$$

Between $\omega=0$ and the lowest optical frequency with $s_m\ne0$, the left side increases from a positive value without limit, while the right side falls from infinity. They cross once, at the lifted frequency $\omega_A$. If no optical mode couples, the left side is constant and there is still one crossing.

At this crossing the optical sum is not negative, so

$$\omega_A^2\le\omega_\infty^2\equiv\frac{4\pi|\mathbf g|^2}{\Omega M\varepsilon_q}. \tag{18}$$

Thus the direct generalization of (1) is an upper bound. It also shows that $\omega_A\to0$ as $Q\to0$, so $\omega^2$ may then be dropped beside $\omega_m^2$ in (17).

The resulting left side is a static dielectric constant. In a neutral crystal with a static field $\mathcal E\hat{\mathbf q}$, force balance gives $\omega_m^2c_m=s_m\mathcal E$. The ionic polarization along $\hat{\mathbf q}$ is $\Omega^{-1}\sum_ms_mc_m=\Omega^{-1}\mathcal E\sum_ms_m^2/\omega_m^2$. Adding $4\pi$ times this polarization per field to $\varepsilon_q$ gives

$$\hat{\mathbf q}\cdot\varepsilon_0\cdot\hat{\mathbf q}=\varepsilon_q+\frac{4\pi}{\Omega}\sum_m^{\rm opt}\frac{s_m^2}{\omega_m^2}. \tag{19}$$

To leading order in $Q$, therefore,

$$\boxed{\omega_A^2=\frac{4\pi|\mathbf g|^2}{\Omega M\,\hat{\mathbf q}\cdot\varepsilon_0\cdot\hat{\mathbf q}}}\tag{20}$$

The spurious translation is slow, so the optical displacements have time to screen its field. The frequency is linear in the charge error.

By (16), the translational part of the mode is parallel to $\mathbf g$. The ratio of an optical amplitude to the translational one is of order $Q$, because $\omega_A^2$ is of order $Q^2$ and the translational coupling is of order $Q$. The lifted branch is thus a translation along $\mathbf g$ at leading order. It is longitudinal when $Q_{\beta\alpha}=Q\delta_{\beta\alpha}$, as cubic symmetry requires; a general error tensor can tilt it away from $\mathbf q$.

## A cubic crystal with two atoms

For scalar charges $Z_1,Z_2$, let $Q=Z_1+Z_2$ and $\mu=M_1M_2/M$. The normalized translation is $(\sqrt{M_1/M},\sqrt{M_2/M})$, and the optical vector orthogonal to it is $(\sqrt{\mu/M_1},-\sqrt{\mu/M_2})$. In this basis the longitudinal matrix is

$$D_L=\begin{pmatrix}a_Q^2&a_Qb\\a_Qb&\omega_{TO}^2+b^2\end{pmatrix}, \tag{21}$$

$$a_Q=\sqrt{\frac{4\pi}{\Omega\varepsilon_\infty M}}\,Q,\qquad b=\sqrt{\frac{4\pi\mu}{\Omega\varepsilon_\infty}}\left(\frac{Z_1}{M_1}-\frac{Z_2}{M_2}\right). \tag{22}$$

Its eigenvalues are

$$\omega_\pm^2=h\pm\sqrt{h^2-a_Q^2\omega_{TO}^2},\qquad h=\tfrac12(a_Q^2+b^2+\omega_{TO}^2). \tag{23}$$

The determinant is $a_Q^2\omega_{TO}^2$, and $|a_Q|=\omega_\infty$, so $\omega_A\omega_{LO}=\omega_\infty\omega_{TO}$.

**Parameters.** Take a rocksalt lattice with cubic constant 5 Å, so $\Omega=31.25$ Å³. The masses are 20 and 40 u, $\varepsilon_\infty=4$, and the charges are $+2.10$ and $-2.00$, so $Q=0.10$. The ions interact as screened point charges and through radial nearest-neighbour springs of $k=2.5$ eV/Å². In these units $4\pi$ becomes $4\pi\times14.3996=180.95$ eV Å.

The optical stiffness $K$ is the second derivative of the energy per cell with respect to the relative displacement. Two springs lie along the motion and give $2k$. At zero average field, the potential of sublattice 2 is that of its ions plus a uniform density $-Z_2/\Omega$. At a site of sublattice 1 its Laplacian is $4\pi Z_2/\Omega$, shared equally by three directions in a cubic crystal. Multiplying by $Z_1$ gives the curvature of the energy, and screening divides it by $\varepsilon_\infty$. Thus

$$K=2k+\frac{4\pi Z_1Z_2}{3\Omega\varepsilon_\infty}. \tag{24}$$

With the neutral pair $\pm2.05$, this is $5-180.95\times2.05^2/375=2.972$ eV/Å². For charges $\pm Z$, (22) and $\omega_{TO}^2=K/\mu$ reduce (19) to

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi Z^2}{\Omega K}=4+\frac{180.95\times2.05^2}{31.25\times2.972}=12.19. \tag{25}$$

**The spurious frequency.** The estimate with $\varepsilon_\infty$ is

$$\hbar\omega_\infty=0.06465\sqrt{\frac{180.95\times0.10^2}{31.25\times60\times4}}\ \text{eV}=0.001004\ \text{eV}, \tag{26}$$

where the prefactor is $\hbar\sqrt{\text{eV}/(\text{Å}^2\,\text{u})}$ in eV. Static screening multiplies it by $\sqrt{4/12.19}=0.573$, giving 0.000575 eV. With $\omega_{TO}^2=K/\mu$ and $K=2.973$ eV/Å² from (24) for the charges $+2.10$ and $-2.00$, the lower root of (23) is 0.000572 eV, or 4.6 cm⁻¹. The leading-order formula is 0.5% above this root, whereas the $\varepsilon_\infty$ estimate is 76% above it. An explicit reciprocal-lattice sum at $q=10^{-4}$ Å⁻¹ also gives 0.000572 eV. Halving $Q$ gives 0.000287 eV, close to half.

**Where it is visible.** Take $\mathbf q$ along a cube axis, where longitudinal and transverse motions decouple at any $q$; the sound speed and all numbers below refer to this direction. Every site is an inversion centre, so the elements of $D_L$ change first at order $q^2$: the acoustic element becomes $a_Q^2+\gamma q^2$ and the off-diagonal one $a_Qb+\gamma' q^2$. For $\omega^2$ small beside $\omega_{TO}^2+b^2$, eliminating the optical coordinate gives $\omega^2\simeq a_Q^2+\gamma q^2-(a_Qb+\gamma' q^2)^2/(\omega_{TO}^2+b^2)$. The part independent of $q$ is $a_Q^2\omega_{TO}^2/(\omega_{TO}^2+b^2)$, which is $\omega_A^2$ at leading order, and at $Q=0$ the coefficient $\gamma$ is the squared longitudinal sound speed. Hence

$$\omega^2(q)\simeq\omega_A^2+v^2q^2, \tag{27}$$

up to terms of order $Qq^2$ and $q^4$, with $v$ the sound speed of the neutral crystal. The two terms are equal at $q^*=\omega_A/v$. Here $\hbar v=0.0332$ eV Å, so $q^*=0.0173$ Å⁻¹. The lattice sum gives a frequency 1.410 times the limit at $q^*$, against $\sqrt2$ from (27).

| $q$ (Å⁻¹) | $Q=0.10$ (eV) | $Q=0$ (eV) |
|---:|---:|---:|
| 0.1 | 0.00334 | 0.00331 |
| 0.01 | 0.000660 | 0.000332 |
| 0.001 | 0.000573 | 0.000033 |

The last column uses charges from which $Q/2$ has been subtracted on each atom. For $n$ atoms, subtracting $Q_{\beta\alpha}/n$ from each tensor likewise makes $\mathbf g=0$ and restores three acoustic zeros.

This repair enforces neutrality, but it does not make the individual charges accurate. On the four-point mesh of the chain, it changes $-1.657$ and $1.562$ to $\mp1.610$. The converged values are $\mp1.536$, so an error of about 5% remains in each charge although the sum is zero.

## Computed results

```
1D cell length, atom 2 position (angstrom): 4.0 1.6
1D well depths (eV): 10.0 5.0 ; width (angstrom): 0.5
1D nonlocal strength (eV): -2.0
1D contact mean field (eV angstrom): 2.0
1D linear response: k points, Z1, Z2, sum (e)
   4   -1.65706   1.56225  -0.09480
   6   -1.54846   1.53855  -0.00991
   8   -1.53705   1.53605  -0.00100
  24   -1.53577   1.53577   0.00000
1D Berry phase: Z1, Z2 (e): -1.5358 1.5358
1D band gap (eV): 3.791
1D half-filled band: charge sum (e): 0.6365
Random crystal: w^2 / formula: 0.9999
Rocksalt lattice constant (angstrom): 5.0 ; cell volume (angstrom^3): 31.25
Masses (u): 20 40 ; reduced mass (u): 13.333
Spring (eV/angstrom^2): 2.5 ; eps_inf: 4.0
Charges (e): 2.10 -2.00 ; sum Q (e): 0.10
Corrected charges (e): 2.05 -2.05
Coulomb constant e^2/(4 pi eps_vac) (eV angstrom): 14.3996
hbar*sqrt(eV/angstrom^2/u) (eV): 0.064654
Optical stiffness, corrected (eV/angstrom^2): 2.9721
Static dielectric constant eps0: 12.187
TO energy, formula (eV): 0.030532
LO energy, formula and lattice sum (eV): 0.053584 0.053584
LA limit, estimate with eps_inf (eV): 0.0010043
LA limit, small-Q formula with eps0 (eV): 0.0005753
LA limit, exact 2x2 root (eV): 0.0005722
LA at q = 0.0001 per angstrom, lattice sum (eV): 0.0005722
same, converted (cm^-1): 4.615
LA with Q halved (eV): 0.0002869
q (1/angstrom), LA uncorrected (eV), LA corrected (eV)
  0.1000  0.0033367  0.0033054
  0.0300  0.0011427  0.0009945
  0.0100  0.0006604  0.0003316
  0.0010  0.0005732  0.0000332
  0.0001  0.0005722  0.0000033
Corrected LA slope hbar*v (eV angstrom): 0.03316
Crossover q* (1/angstrom): 0.01726
LA at q*, uncorrected (eV): 0.0008070 ; ratio to limit: 1.4103
```
